# Deflection of a 100 keV Electron Beam by a Nanotesla Stray Field: a numerical check

```python
# Result under test: a uniform transverse magnetic field B displaces an electron
# of kinetic energy T after a drift L by
#     d = e B L^2 / (2 p),   p c = sqrt(T^2 + 2 T m c^2).
# e: elementary charge, m: electron mass, c: speed of light, p: momentum.
# The electron starts on the z axis; B along +y displaces it along +x.
# The formula is compared with integration of the full Lorentz equation.
import numpy as np
from scipy.constants import e, m_e, c
from scipy.integrate import quad, solve_ivp

energy_eV = 100e3
drift = 0.5                # m
stray = 10e-9              # T
earth_size = 50e-6         # T, rough size of Earth's field
mains_hz = 50.0
magnification = 0.1        # magnitude for the lens example


def momentum(kinetic_eV):
    kinetic = kinetic_eV * e
    return np.sqrt(kinetic**2 + 2 * kinetic * m_e * c**2) / c


def displacement(field, length, p):
    return e * field * length**2 / (2 * p)


p0 = momentum(energy_eV)
speed = p0 * c**2 / (energy_eV * e + m_e * c**2)
radius = p0 / (e * stray)
d = displacement(stray, drift, p0)


def trace(state, z_start, z_end, field):
    """Integrate (x, y, px/p0, py/p0, pz/p0) along z without small angles."""
    def slope(z, s):
        px, py, pz = s[2:]
        bx, by, bz = field(z)
        k = -e / (p0 * pz)
        return [px / pz, py / pz,
                k * (py * bz - pz * by),
                k * (pz * bx - px * bz),
                k * (px * by - py * bx)]
    run = solve_ivp(slope, (z_start, z_end), state, method="DOP853",
                    rtol=1e-12, atol=1e-16,
                    max_step=(z_end - z_start) / 40)
    assert run.success
    return run.y[:, -1]


def uniform(z):
    return (0.0, stray, 0.0)


def no_field(z):
    return (0.0, 0.0, 0.0)


axis_ray = [0.0, 0.0, 0.0, 0.0, 1.0]

# Momentum: the work integral of v dp must return the kinetic energy.
p_scaled = p0 / (m_e * c)
work = quad(lambda q: q / np.sqrt(1 + q * q), 0, p_scaled)[0]
work_eV = work * m_e * c**2 / e
assert abs(work_eV / energy_eV - 1) < 1e-9

# Uniform weak field: displacement and exit slope.
end = trace(axis_ray, 0, drift, uniform)
d_traced = end[0]
exit_slope = end[2] / end[4]
assert abs(d_traced / d - 1) < 1e-6
assert abs(exit_slope / (drift / radius) - 1) < 1e-6
assert abs(d * 1e6 - 1.1) < 0.05

# Strong field: exact circle, where the parabola is measurably wrong.
r_earth = p0 / (e * earth_size)
circle = drift**2 / (r_earth + np.sqrt(r_earth**2 - drift**2))
earth_traced = trace(axis_ray, 0, drift, lambda z: (0, earth_size, 0))[0]
assert abs(earth_traced / circle - 1) < 1e-8
parabola_earth = displacement(earth_size, drift, p0)
excess = earth_traced / parabola_earth - 1
assert abs(excess / ((drift / r_earth)**2 / 4) - 1) < 0.01

# Lever arm: localized fields near the start and near the end.
for centre in (0.25 * drift, 0.75 * drift):
    def bump(z, z0=centre):
        return stray * np.exp(-((z - z0) / 0.04)**2)
    lever = quad(lambda z: (drift - z) * bump(z), 0, drift,
                 points=[centre], epsabs=1e-18)[0] * e / p0
    bumped = trace(axis_ray, 0, drift, lambda z: (0, bump(z), 0))[0]
    assert abs(bumped / lever - 1) < 1e-6

# Field present only in the first half of the drift.
middle = trace(axis_ray, 0, drift / 2, uniform)
first_half = trace(middle, drift / 2, drift, no_field)[0]
first_share = first_half / d_traced
assert abs(first_share - 0.75) < 1e-6

# Thin lens at the drift exit images a point source at the drift entrance.
image_leg = magnification * drift
focal = 1 / (1 / drift + 1 / image_leg)


def image_position(start_slope, leg_field):
    norm = np.sqrt(1 + start_slope**2)
    ray = [0, 0, start_slope / norm, 0, 1 / norm]
    at_lens = trace(ray, 0, drift, uniform)
    new_slope = at_lens[2] / at_lens[4] - at_lens[0] / focal
    norm = np.sqrt(1 + new_slope**2)
    ray = [at_lens[0], 0, new_slope / norm, 0, 1 / norm]
    return trace(ray, drift, drift + image_leg, leg_field)[0]


start_slopes = (-1e-3, 0.0, 1e-3)
free_leg = [image_position(a, no_field) for a in start_slopes]
full_leg = [image_position(a, uniform) for a in start_slopes]
for x_free, x_full in zip(free_leg, full_leg):
    assert abs(x_free / (magnification * d) - 1) < 1e-3
    assert abs(x_full / ((magnification + magnification**2) * d) - 1) < 1e-3

# Axial field of Earth's size turns the small displacement.
turned = trace(axis_ray, 0, drift, lambda z: (0, stray, earth_size))
turn_angle = np.arctan2(turned[1], turned[0])
turn_formula = e * earth_size * drift / (3 * p0)
assert abs(turn_angle / turn_formula - 1) < 1e-3

# Remaining sizes.
p_newton = np.sqrt(2 * m_e * energy_eV * e)
d_newton = displacement(stray, drift, p_newton)
assert d_newton > d
energy_shift = displacement(stray, drift, momentum(energy_eV + 1)) - d
transit = drift / speed
transit_phase = 2 * np.pi * mains_hz * transit
assert transit_phase < 1e-5
field_for_nm = stray * 1e-9 / d
field_check = trace(axis_ray, 0, drift, lambda z: (0, field_for_nm, 0))[0]
assert abs(field_check / 1e-9 - 1) < 1e-5

print(f"Kinetic energy: {energy_eV / 1e3:.0f} keV")
print(f"Drift length: {drift:.1f} m")
print(f"Transverse stray field: {stray * 1e9:.0f} nT")
print(f"Electron rest energy: {m_e * c**2 / e / 1e3:.1f} keV")
print(f"Momentum times c: {p0 * c / e / 1e3:.1f} keV")
print(f"Momentum: {p0:.4e} kg m/s")
print(f"Kinetic energy from work integral: {work_eV / 1e3:.4f} keV")
print(f"Speed / speed of light: {speed / c:.4f}")
print(f"Momentum / charge: {p0 / e:.4e} T m")
print(f"Radius of curvature: {radius / 1e3:.1f} km")
print(f"Displacement, formula: {d * 1e6:.4f} um")
print(f"Displacement, formula: {d * 1e9:.0f} nm")
print(f"Displacement, traced: {d_traced * 1e6:.4f} um")
print(f"Exit slope, traced: {exit_slope * 1e6:.3f} urad")
print(f"Peak-to-peak swing for 10 nT peak: {2 * d * 1e6:.2f} um")
print(f"Share from first half of drift: {first_share:.4f}")
print(f"Field for 1 nm displacement: {field_for_nm * 1e12:.2f} pT")
print(f"Field reduction needed for 1 nm: {stray / field_for_nm:.0f} times")
print(f"Nonrelativistic displacement: {d_newton * 1e6:.4f} um")
print(f"Nonrelativistic excess: {(d_newton / d - 1) * 100:.2f} %")
print(f"Lens magnification, magnitude: {magnification:.2f}")
print(f"Image leg: {image_leg * 1e3:.0f} mm")
print(f"Lens focal length: {focal * 1e3:.2f} mm")
print(f"Image shift, field in drift only: {free_leg[1] * 1e9:.1f} nm")
print(f"Image shift, field in both legs: {full_leg[1] * 1e9:.1f} nm")
print(f"Spread of three image rays: {np.ptp(free_leg) * 1e9:.5f} nm")
print(f"Assumed Earth-size field: {earth_size * 1e6:.0f} uT")
print(f"Turn by axial Earth-size field: {turn_angle * 1e3:.2f} mrad")
print(f"Sideways part of displacement: {turned[1] * 1e9:.2f} nm")
print(f"Offset by transverse Earth-size field: {earth_traced * 1e3:.3f} mm")
print(f"Circle excess over parabola there: {excess:.2e}")
print(f"Circle correction at 10 nT: {(drift / radius)**2 / 4:.1e}")
print(f"Displacement change for +1 eV: {energy_shift * 1e12:.2f} pm")
print(f"Transit time: {transit * 1e9:.2f} ns")
print(f"Mains frequency: {mains_hz:.0f} Hz")
print(f"Mains phase change in transit: {transit_phase:.2e} rad")
print("ALL CHECKS PASSED")
```

Output:

```
Kinetic energy: 100 keV
Drift length: 0.5 m
Transverse stray field: 10 nT
Electron rest energy: 511.0 keV
Momentum times c: 335.0 keV
Momentum: 1.7901e-22 kg m/s
Kinetic energy from work integral: 100.0000 keV
Speed / speed of light: 0.5482
Momentum / charge: 1.1173e-03 T m
Radius of curvature: 111.7 km
Displacement, formula: 1.1188 um
Displacement, formula: 1119 nm
Displacement, traced: 1.1188 um
Exit slope, traced: 4.475 urad
Peak-to-peak swing for 10 nT peak: 2.24 um
Share from first half of drift: 0.7500
Field for 1 nm displacement: 8.94 pT
Field reduction needed for 1 nm: 1119 times
Nonrelativistic displacement: 1.1722 um
Nonrelativistic excess: 4.78 %
Lens magnification, magnitude: 0.10
Image leg: 50 mm
Lens focal length: 45.45 mm
Image shift, field in drift only: 111.9 nm
Image shift, field in both legs: 123.1 nm
Spread of three image rays: 0.00017 nm
Assumed Earth-size field: 50 uT
Turn by axial Earth-size field: 7.46 mrad
Sideways part of displacement: 8.34 nm
Offset by transverse Earth-size field: 5.594 mm
Circle excess over parabola there: 1.25e-04
Circle correction at 10 nT: 5.0e-12
Displacement change for +1 eV: -6.09 pm
Transit time: 3.04 ns
Mains frequency: 50 Hz
Mains phase change in transit: 9.56e-07 rad
ALL CHECKS PASSED
```
